# Thermal Rectification: A Graded Bar Compared with an Abrupt Junction: verification in Python

```python
# Result under test: for k(x,T) = K0*(1 + beta(x)*(T - T0)) and small bias,
# a bar with beta falling linearly from +b to -b has 2/3 of the excess
# flux ratio (R - 1) of an abrupt equal-length junction of +b and -b.
# R = |forward flux| / |reverse flux|; forward: the +b end is hot.
# s = x/L, theta = T - T0, bias = T(left) - T(right), eps = b*bias.
# Fluxes come from a finite-volume solution of steady heat conduction.
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.constants import Stefan_Boltzmann as SIGMA

K0 = 2.0          # W/(m K)
B = 0.01          # 1/K
T0 = 70.0         # K
BIAS = 20.0       # K
L = 6e-3          # m
WIDTH = 2e-3      # m, side of the square section
N = 4000          # cells; the junction lies on a cell face
s = (np.arange(N) + 0.5) / N
graded = B * (1 - 2 * s)
abrupt = np.where(s < 0.5, B, -B)
R_BAR = L / K0    # m^2 K/W


def flux(beta, bias, offset=0.0, r_end=0.0, r_mid=0.0, curve=0.0):
    """Steady flux; offset = mean bath temperature minus T0."""
    theta = offset + bias * (0.5 - s)
    for _ in range(500):
        k = K0 * (1 + beta * theta + curve * theta**2)
        assert k.min() > 0
        r = (L / N) / k
        upstream = r_end + np.cumsum(r) - r / 2 + r_mid * (s > 0.5)
        q = bias / (2 * r_end + r_mid + r.sum())
        new = offset + bias / 2 - q * upstream
        change = np.max(np.abs(new - theta))
        theta = new
        if change < 1e-11 * abs(bias):
            return q
    raise RuntimeError("temperature profile did not converge")


def ratio(beta, bias, **extra):
    return flux(beta, bias, **extra) / -flux(beta, -bias, **extra)


def share(bias, **extra):
    return (ratio(graded, bias, **extra) - 1) / (ratio(abrupt, bias, **extra) - 1)


def graded_exact(eps):
    """Reduced flux J L/(K0 bias) of the graded bar, implicit closed form."""
    def mismatch(j):
        area = quad(lambda t: np.exp(-eps * t * t / j), 0, 0.5, epsabs=1e-14)[0]
        return 2 * np.exp(eps / (4 * j)) * area - j
    return brentq(mismatch, 0.5, 1.5, xtol=1e-14)


# The finite-volume flux must carry the differential equation to the far bath
for sign in (1, -1):
    q = flux(graded, sign * BIAS)
    path = solve_ivp(
        lambda x, th: -q / (K0 * (1 + B * (1 - 2 * x / L) * th)),
        (0, L), [sign * BIAS / 2], rtol=1e-10, atol=1e-10)
    assert abs(path.y[0, -1] + sign * BIAS / 2) < 1e-5

# Closed forms at weak and strong bias, both directions
for eps in (0.2, -0.2, 1.0, -1.0):
    bias = eps / B
    unit = K0 * bias / L
    assert abs(flux(abrupt, bias) / unit - (1 + eps / 4)) < 1e-6
    assert abs(flux(graded, bias) / unit - graded_exact(eps)) < 1e-6
e = 0.01
even_part = (graded_exact(e) + graded_exact(-e) - 2) / (2 * e * e)
odd_part = (graded_exact(e) - graded_exact(-e)) / (2 * e)
assert abs(even_part + 1 / 90) < 1e-5
assert abs(odd_part - 1 / 6) < 1e-5

# Small-bias law for three profiles, one of them without symmetry
small = 1.0
third = B * (1 - 3 * s**2)
weights = {}
for name, beta, shape in (
        ("graded", graded, lambda z: 1 - 2 * z),
        ("abrupt", abrupt, lambda z: 1.0 if z < 0.5 else -1.0),
        ("third", third, lambda z: 1 - 3 * z * z)):
    weights[name] = quad(lambda z: shape(z) * (0.5 - z), 0, 1, points=[0.5])[0]
    law = 2 * B * small * weights[name]
    assert abs(np.log(ratio(beta, small)) / law - 1) < 2e-4

# Two-thirds limit and its first correction
limit = (share(small) + share(-small)) / 2
slope = (share(small) - share(-small)) / (2 * B * small) / (2 / 3)
assert abs(limit - 2 / 3) < 1e-4
assert abs(slope + 1 / 12) < 1e-3


def log_ratio(beta, **extra):
    return np.log(ratio(beta, small, **extra))


# Offset of the mean temperature: eta = B*offset
eta = 0.05
base_g, base_a = log_ratio(graded), log_ratio(abrupt)
gain_g = log_ratio(graded, offset=eta / B) / base_g - 1
gain_a = log_ratio(abrupt, offset=eta / B) / base_a - 1
assert abs(gain_a) < 2e-5
assert abs((gain_g - gain_a) / eta**2 - 14 / 15) < 0.02

# End contacts and junction resistance, large enough to matter
x = 0.3
for beta, base in ((graded, base_g), (abrupt, base_a)):
    factor = log_ratio(beta, r_end=x * R_BAR / 2) / base
    assert abs(factor - 1 / (1 + x)**2) < 1e-4
factor = log_ratio(abrupt, r_mid=x * R_BAR) / base_a
assert abs(factor - (1 + 2 * x) / (1 + x)**2) < 1e-4

# Worked example
eps = B * BIAS
unit = K0 * BIAS / L
print(f"k0 = {K0:.1f} W/(m K), b = {B:.3f} 1/K, T0 = {T0:.0f} K")
print(f"bias = {BIAS:.0f} K, L = {L*1e3:.1f} mm, width = {WIDTH*1e3:.1f} mm")
print(f"eps = b*bias = {eps:.3f}")
print(f"reference flux k0*bias/L = {unit:.1f} W/m^2")
print(f"weight integral / b: graded {weights['graded']:.6f}, "
      f"abrupt {weights['abrupt']:.6f}")
for name, beta in (("graded", graded), ("abrupt", abrupt)):
    fwd, rev = flux(beta, BIAS), -flux(beta, -BIAS)
    first = 2 * eps * weights[name]
    print(f"{name}: forward {fwd:.1f} W/m^2, reverse {rev:.1f} W/m^2")
    print(f"{name}: R = {fwd/rev:.5f}, excess = {fwd/rev-1:.5f}, "
          f"first-order excess = {first:.5f}")
print(f"excess ratio graded/abrupt = {share(BIAS):.5f}")
print(f"(2/3)(1 - eps/12) = {2/3*(1-eps/12):.5f}")
print(f"small-bias limit from solver = {limit:.6f}")
print(f"relative slope in eps from solver = {slope:.5f}")
print(f"eps^2 coefficient of graded flux = {even_part:.6f}")
for trial in (0.02, 0.1, 0.2, 0.5, 1.0):
    print(f"eps = {trial:.2f}: excess ratio = {share(trial/B):.5f}")

# Sizes of neglected effects; the resistance and phonon inputs are rough
r_contact = 1e-4                    # m^2 K/W
curve = B / T0                      # 1/K^2
offset = 10.0                       # K
print(f"bar resistance L/k0 = {R_BAR:.2e} m^2 K/W")
print(f"rough contact resistance = {r_contact:.1e} m^2 K/W")
print(f"curvature coefficient b/T0 = {curve:.2e} 1/K^2")
print(f"mean-temperature offset = {offset:.0f} K")
cases = (("contact at each end", dict(r_end=r_contact), dict(r_end=r_contact)),
         ("junction resistance", dict(), dict(r_mid=r_contact)),
         ("curvature of k(T)", dict(curve=curve), dict(curve=curve)),
         ("offset mean temperature", dict(offset=offset), dict(offset=offset)))
for label, extra_g, extra_a in cases:
    xg = ratio(graded, BIAS, **extra_g) - 1
    xa = ratio(abrupt, BIAS, **extra_a) - 1
    print(f"{label}: excess graded {xg:.5f}, abrupt {xa:.5f}, "
          f"ratio {xg/xa:.5f}")

# Black side faces: upper bound on radiative exchange
perimeter, area = 4 * WIDTH, WIDTH**2
hot_loss = perimeter * quad(
    lambda z: SIGMA * ((T0 + BIAS * (0.5 - z / L))**4 - T0**4), 0, L / 2)[0]
room = 300.0
room_gain = perimeter * L * SIGMA * (room**4 - T0**4)
print(f"conducted power = {unit*area*1e3:.2f} mW")
print(f"hot-half loss to shield at T0 = {hot_loss*1e3:.4f} mW")
print(f"side gain from {room:.0f} K enclosure = {room_gain*1e3:.2f} mW")
heat_capacity, sound_speed = 1e6, 4e3   # J/(m^3 K), m/s
free_path = 3 * K0 / (heat_capacity * sound_speed)
print(f"rough heat capacity = {heat_capacity:.1e} J/(m^3 K), "
      f"sound speed = {sound_speed:.0f} m/s")
print(f"rough phonon mean free path = {free_path*1e9:.1f} nm, "
      f"path/L = {free_path/L:.1e}")
print("tests ok")
```

Printed output:

```
k0 = 2.0 W/(m K), b = 0.010 1/K, T0 = 70 K
bias = 20 K, L = 6.0 mm, width = 2.0 mm
eps = b*bias = 0.200
reference flux k0*bias/L = 6666.7 W/m^2
weight integral / b: graded 0.166667, abrupt 0.250000
graded: forward 6886.0 W/m^2, reverse 6441.4 W/m^2
graded: R = 1.06903, excess = 0.06903, first-order excess = 0.06667
abrupt: forward 7000.0 W/m^2, reverse 6333.3 W/m^2
abrupt: R = 1.10526, excess = 0.10526, first-order excess = 0.10000
excess ratio graded/abrupt = 0.65582
(2/3)(1 - eps/12) = 0.65556
small-bias limit from solver = 0.666667
relative slope in eps from solver = -0.08333
eps^2 coefficient of graded flux = -0.011111
eps = 0.02: excess ratio = 0.66556
eps = 0.10: excess ratio = 0.66118
eps = 0.20: excess ratio = 0.65582
eps = 0.50: excess ratio = 0.64057
eps = 1.00: excess ratio = 0.61851
bar resistance L/k0 = 3.00e-03 m^2 K/W
rough contact resistance = 1.0e-04 m^2 K/W
curvature coefficient b/T0 = 1.43e-04 1/K^2
mean-temperature offset = 10 K
contact at each end: excess graded 0.06043, abrupt 0.09196, ratio 0.65712
junction resistance: excess graded 0.06903, abrupt 0.10515, ratio 0.65654
curvature of k(T): excess graded 0.06856, abrupt 0.10474, ratio 0.65458
offset mean temperature: excess graded 0.06971, abrupt 0.10526, ratio 0.66224
conducted power = 26.67 mW
hot-half loss to shield at T0 = 0.0108 mW
side gain from 300 K enclosure = 21.98 mW
rough heat capacity = 1.0e+06 J/(m^3 K), sound speed = 4000 m/s
rough phonon mean free path = 1.5 nm, path/L = 2.5e-07
tests ok
```
